Breakdown statistics in a percolation cell model with nine forward neighbours

A dielectric between two electrodes is divided into n layers, each with N cells. Every cell is independently defective with the same probability

λ = (t/τ)^α,

where t is the stress time, τ a time scale and α > 0. This power law is used while λ ≪ 1. The dielectric fails when defective cells form a path from the first layer to the last. The layers are periodic sideways, so that all cells of a layer are equivalent.

Two linking rules are compared at the same n, N, α and τ. In the straight rule, a cell links to the single cell ahead of it in the next layer. In the spreading rule, it links to that cell and to the eight cells surrounding it, nine in all. A path takes one cell per layer.

Let F be the failure probability. The cumulative hazard H and the Weibull ordinate W are

H = −ln(1−F),  W = ln H.

The Weibull slope is dW/d ln t. Since F = 1 − exp(−H), H and F agree when F is small.

**(a) Find F and the low-density Weibull slope for the straight rule.**

A column fails when all its n cells are defective, which has probability λⁿ. Different columns share no cell, so they survive independently:

1 − F = (1−λⁿ)^N.

Taking the logarithm and expanding it gives

H = −N ln(1−λⁿ) = Nλⁿ(1 + λⁿ/2 + …).

With λ = (t/τ)^α, the ordinate is

W = ln N + nα ln(t/τ) + O(λⁿ).

The slope is therefore nα. A thicker layer requires more defects to coincide, which makes the rise of H with time steeper. The area enters through ln N and moves the line without turning it.

**(b) Find the leading failure probability for the spreading rule. Compare the slopes, and the lifetimes at equal failure probability.**

Let each layer be at least three cells wide in both directions, so that the nine neighbours are different cells. A path has N possible starts and nine choices at each of the n−1 interfaces between layers. The number of paths is

K = N·9^(n−1).

Each path is fully defective with probability λⁿ. The sum of these probabilities, Kλⁿ, counts a sample with several complete paths more than once, so it is an upper bound on F. Subtracting the probability of every pair of paths gives a lower bound: a sample with q complete paths then contributes q − q(q−1)/2, which is at most 1 for every q ≥ 1.

Two different paths differ in at least one layer, so together they occupy at least n+1 cells. There are fewer than K²/2 pairs, hence

Kλⁿ − (K²/2)λ^(n+1) ≤ F ≤ Kλⁿ.

At fixed n and N, as λ → 0,

F = N·9^(n−1)·λⁿ[1 + O(λ)].

At equal λ the leading failure probability is 9^(n−1) times that of straight columns. For n = 1 there is no interface and the factor is 1.

F is a polynomial in λ whose lowest power is λⁿ. Therefore d ln F/d ln λ → n, and H has the same limit because H = F + F²/2 + …. Using d ln λ/d ln t = α,

dW/d ln t → nα.

The extra paths multiply the number of ways to fail, but each still needs n defects. That is why the slope is unchanged.

Let t₁ and t₉ be the times at which the straight and spreading rules reach the same small F. Equating the leading hazards gives

N(t₁/τ)^(nα) = N·9^(n−1)·(t₉/τ)^(nα),

t₁/t₉ = 9^((n−1)/(nα)).

The Weibull line moves parallel to itself towards shorter times.

Exact calculations on a layer of 4×4 periodic cells test both results. For n = 5 and λ = 10⁻⁵ the ratio of failure probabilities is 6560.04, against 9⁴ = 6561. For n = 3, α = 0.4 and F = 10⁻¹², the lifetime ratio is 38.94, in agreement with 9^(2/1.2).

**(c) Find the first correction in λ for n ≥ 2, and its effect on the slope.**

Inclusion–exclusion adds the probabilities of single paths, subtracts those of pairs, adds those of triples, and so on. To find the terms of order λ^(n+1), consider sets of paths that together occupy n+1 cells. One layer then contains two occupied cells and every other layer one. Such a set of cells holds at most two paths, one through each of the two cells. Only pairs contribute, each with −λ^(n+1), so we must count pairs of paths that differ in a single cell.

Suppose first that they differ in an end layer. The other n−1 cells form one of N·9^(n−2) shorter paths. The two differing cells are chosen from the nine that link to its end, in 9·8/2 = 36 ways. The two end layers together give 72N·9^(n−2) pairs.

Suppose next that they differ in an inner layer. The cells before and after it are displaced from each other by d = (dx, dy), in units of cells. The number of cells linked to both is

m(d) = (3−|dx|)(3−|dy|),  |dx|, |dy| ≤ 2.

Here the layer must be at least five cells wide in each direction, so that the displacements −2 and +2 remain distinct. In one direction the counts are 1, 2, 3, 2, 1. Their sum is 9 and the sum of their squares is 19, so

Σ m = 9² = 81,  Σ m² = 19² = 361,

Σ m(m−1)/2 = (361−81)/2 = 140.

The remaining cells can be chosen in N·9^(n−3) ways, once the two steps across this layer have been counted. With n−2 inner layers, the total number of pairs is

M = 72N·9^(n−2) + 140(n−2)N·9^(n−3).

Dividing by K = N·9^(n−1) gives

c_n = M/K = 8 + 140(n−2)/81.

The difference between H and F starts at F²/2, of order λ^(2n). For n ≥ 2 this lies beyond order λ^(n+1). Hence

H = Kλⁿ[1 − c_nλ + O(λ²)].

Taking the logarithm and differentiating,

dW/d ln t = α[n − c_nλ + O(λ²)].

The correction is negative because paths cluster: one defect can serve several paths, so some samples contain more than one path while others contain none. Since c_n grows with n, a thick dielectric needs a smaller λ for the leading law to hold to a given accuracy. The condition is c_nλ ≪ 1.

The 4×4 result in (b) shows this correction. There the displacements −2 and +2 coincide, and the one-direction counts become 3, 2, 2, 2. The inner-layer number is then (21²−81)/2 = 180, and for n = 5 the coefficient is 8 + 180·3/81 = 14.67. The predicted ratio is 6561(1 − 14.67·10⁻⁵) = 6560.04, as found.

**(d) Does the law survive in a large area, where Kλⁿ can approach one although λ is small?**

The bounds in (b) contain K² and become useless at large N. Better ones follow from Harris' inequality: two events that are both favoured by additional defects are positively correlated.

To prove it, let f and g be nondecreasing functions of the cell states. For a single cell, with values f₀, g₀ when sound and f₁, g₁ when defective,

⟨fg⟩ − ⟨f⟩⟨g⟩ = λ(1−λ)(f₁−f₀)(g₁−g₀) ≥ 0.

For more cells, fix the state of the last one. By induction the inequality holds for the others, so the conditional mean of fg is at least the product of the conditional means. These means are nondecreasing in the last cell, and the one-cell result completes the proof. Two events both hindered by defects are also positively correlated, while one of each kind are negatively correlated.

Let B_j be the event that path j is fully defective. The events "B_j does not occur" are all hindered by defects, so

1 − F ≥ (1−λⁿ)^K,

H ≤ −K ln(1−λⁿ) = Kλⁿ(1 + λⁿ/2 + …).

For the lower bound, number the paths and let r_j be the probability of B_j given that no earlier path is complete. Let D mean that no earlier path sharing a cell with j is complete, and E that no earlier path without a common cell is complete. Then

r_j = P(B_j and D | E)/P(D | E) ≥ P(B_j and D | E).

B_j is independent of E, so the right side equals λⁿ·P(D | B_j and E). D fails when at least one earlier intersecting path i is complete. Once B_j is given, the remaining cells are still independent; E is hindered by their defects and B_i is favoured by them. Harris' inequality then gives P(B_i | B_j and E) ≤ P(B_i | B_j). Therefore

r_j ≥ λⁿ − Σ_i P(B_i and B_j),

with the sum over earlier paths i that intersect j. Since 1 − F is the product of all factors 1 − r_j, and 1 − r_j ≤ exp(−r_j), we have H ≥ Σ_j r_j, or

H ≥ Kλⁿ(1−R).

Here R is the summed probability of all intersecting pairs, each counted once, divided by Kλⁿ. At most 9^(n−1) paths pass through a given cell, so a path meets at most n·9^(n−1) others, whatever the area. Given one complete path, a different one needs at least one more defect. Thus

R ≤ n·9^(n−1)·λ/2.

This proves that the relative error vanishes with λ uniformly in N. The pairs with one differing cell give the sharper small-λ form R = c_nλ + O(λ²).

In a large area the factor 9^(n−1) therefore multiplies H even when F is no longer small. It cannot multiply F, which is limited to one. The slope is controlled too: apart from terms of order λⁿ, the mean slope between times t_a < t_b differs from nα by at most

−ln(1−R_b)/ln(t_b/t_a),

where R_b is the value at t_b.

A simulation with 60×60 cells per layer, n = 3 and λ = 0.01508 has Kλⁿ = 1. From 6400 samples it gives F = 0.583 and H = 0.874 ± 0.015, where the uncertainty is one standard error. The bounds are 0.830 and 1.000. The first-order estimate 1 − c₃λ is 0.853.

**(e) What changes if paths may also move sideways or backwards?**

Let a cell also link to its eight surrounding cells in the same layer, and let links be usable in both directions. Crossing n layers with n cells still requires one cell in each layer and forward steps throughout. No new n-cell path appears, and the leading term of (b) is unchanged.

With n+1 cells there are new detours. Such a path enters a layer at cell a, moves sideways to b and leaves from b. It is new only if neither a nor b alone completes a forward path: a must not link to the next cell, and b must not link to the previous one. In an end layer one of the two cells always suffices, so detours occur in inner layers. A backward step requires two cells in each of two layers, at least n+2 cells in total.

Let s be the sideways step from a to b. Of the nine cells in the previous layer linked to a, m(s) are also linked to b, which leaves 9−m(s) choices. The same number remains for the next cell. Four steps have m = 6 and four diagonal steps have m = 4:

4(9−6)² + 4(9−4)² = 36 + 100 = 136.

Each detour adds λ^(n+1), so 136 is subtracted from 140 in the correction coefficient:

c_n(sideways) = 8 + 4(n−2)/81.

An exhaustive search of four-cell defect sets in three layers of 5×5 periodic cells finds the same 136 detours per first cell and confirms the forward-path coefficient c₃. Detours thus nearly cancel the growth of the correction with thickness, at this order.

**(f) What happens to the factor if the layer has top and bottom walls, or rows with different defect probabilities?**

Let a layer have h rows between two walls and remain periodic along its length, with N/h cells per row. A cell in row i has defect probability w_iλ, with w_i independent of time. Along the length there are still three choices per step. Across the rows, define v₁(i) = w_i and

v_(k+1)(i) = w_i[v_k(i−1) + v_k(i) + v_k(i+1)],

with v_k = 0 outside the walls. With Q = Σ_i v_n(i), the leading results are

F(spreading) = (N/h)·3^(n−1)·Q·λⁿ,

F(straight) = (N/h)·Σ_i w_iⁿ·λⁿ.

Both retain slope nα, but their ratio is 3^(n−1)Q/Σ_i w_iⁿ.

Take h = 10 and n = 5. With all w_i = 1, repeated use of the rule gives v₅ = 35, 61, 75, 80, 81 from either wall to the middle. Then Q = 664, and the factor is 81·664/10 = 5378 instead of 6561. The walls leave 82 % of the paths.

If the top row has w = 3, Q rises to 1882, while Σ w_i⁵ = 243 + 9 = 252. The factor falls to 81·1882/252 = 605. A straight column in the top row benefits from the higher probability in all five layers, whereas many spreading paths leave that row. The spreading hazard itself is 2.32 times its value for uniform rows without walls.

**(g) Apply the results to a low-k comb structure under accelerated stress, and size the neglected effects.**

Take a line spacing of 10 nm, a line height of 20 nm, a facing length of 0.1 m and a cell size of 2 nm. Let α = 0.4 and τ = 10⁹ h. Then

n = 10/2 = 5,

N = (20/2)·(0.1 m/2 nm) = 5.0·10⁸,

K = 6561·5.0·10⁸ = 3.28·10¹²,

nα = 2.0.

The leading lifetime of the spreading rule is t = τ(H/K)^(1/2). At F = 63.2 %, where H = 1, this is 552 h; at F = 0.01 % it is 5.52 h. Straight columns give 4.47·10⁴ h and 447 h. Both ratios are 9^(4/2) = 81. These values treat the ten rows as periodic. With the walls of (f), 82 % of the spreading paths remain, and the spreading lifetimes become about 10 % longer, since 0.82^(−1/2) = 1.10.

At 5.52 h the straight rule gives F = 1.52·10⁻⁸, smaller than 0.01 % by the factor 6561. At 552 h it gives 1.52·10⁻⁴ against 0.632. The ratio of failure probabilities is then about 4150 (about 4050 once the clustering loss below is included), although the leading hazards still differ by 6561.

The defect probability is 4.98·10⁻⁴ at the low percentile and 3.14·10⁻³ at 63.2 %. With c₅ = 13.2, clustering lowers H by 0.66 % and 4.1 %, relative to Kλⁿ. The slopes become 1.997 and 1.983. With sideways links the losses are 0.41 % and 2.6 %. If (t/τ)^α is read as the mean number of defects per cell, the probability of at least one is 1 − exp[−(t/τ)^α]; this lowers H by another 0.12 % and 0.78 %.

Spacing variations can have larger effects, on H at low percentiles and on the slope at high ones. Let the stress be 4 V, so that the nominal field V/s is 4 MV/cm, and let lifetime vary as exp(−γV/s) with γ = 4 cm/MV. Give the spacing s a normal spread between dies of standard deviation 0.3 nm, cut off at six standard deviations, with n held at 5. The cut-off keeps s between 8.2 and 11.8 nm. Without one, spacings near zero would make the mean factor ⟨b⟩ defined below diverge formally, though F itself stays bounded; the factor 1.69 below is unchanged for cut-offs from six to thirty standard deviations. Each die's hazard is then Hb, where b depends on its spacing. At sufficiently small F the population average is H⟨b⟩, so the slope survives as long as every die keeps five layers. If the narrowest dies had only four, they could lower the slope at low percentiles. At the nominal 0.01 % time the population hazard is 1.69 times nominal and the slope is 2.00. At the nominal 63.2 % time the slope is 1.43: dies with large b have mostly failed, and the survivors have a smaller mean b. These numbers depend on holding n at 5. If n is the spacing divided by the cell size and rounded to a whole number, the 0.04 % of dies narrower than 9 nm have four layers; the factor at the nominal 0.01 % time becomes 3.35 and the slope 1.60. If n = s/(2 nm) is allowed to vary continuously, the factor is 4.8, and the slopes at the two times are 1.89 and 1.13.

A local loss of one whole layer can change the low-percentile slope. Suppose that a fraction f of the area, in patches wide compared with the sideways spread of a path, has four layers and defect probability λ′. Its hazard equals the nominal one when

fN·9³·λ′⁴ = N·9⁴·λ⁵,

f = 9λ(λ/λ′)⁴.

At the 0.01 % point and unchanged field, f = 0.45 %. But an 8 nm gap raises the field to 5 MV/cm, so λ′/λ = exp(αγ·1 MV/cm) = exp(1.6). The required fraction falls to 7.4·10⁻⁶, or about 0.7 μm of the 0.1 m facing length. This length depends on the field law: with the same sensitivity at 4 MV/cm, a √E law gives 1.1 μm, a power law 1.5 μm and a 1/E law 2.7 μm. The thin patches have slope 1.6, and at equal contributions the combined slope is (2.0+1.6)/2 = 1.8. Since f is proportional to λ, thin places matter still more at lower percentiles.

The dimensions are rough values for a very tight metal level, and the field is a stress field, well above normal use. The cell size, α, τ and γ are round model parameters, not measured properties of a named film. Real lines have rough edges and a polished top interface, so neither the spacing nor the defect probability is uniform. For the numbers above, the top-row case reduces the factor from 6561 to 605, and at the 0.01 % point about a micrometre of narrowed gap, measured along the lines (0.7 to 2.7 μm depending on the field law), is enough to lower the slope from 2.0 to 1.8. Row differences that stay constant in time leave the leading slope nα unchanged, but variations of the spacing or of the number of layers can alter it. A measured slope therefore gives nα directly only if these variations have been shown not to affect it at the percentiles measured. All parameters refer to one stress temperature, and the lifetimes are not extrapolated to use conditions. The numerical output below lists the main values used here.

Calculated quantities

```
Small lattice, n=5: exact F ratio = 6560.04
Small lattice, n=3: lifetime ratio = 38.938
Inner-layer pairs = 140, detours = 136
Monte Carlo: cells per layer = 3600, layers = 3
Monte Carlo: samples = 6400, lambda = 0.01508
Monte Carlo: F = 0.5827
Monte Carlo: H = 0.874 +/- 0.015
Bounds on that H: 0.830 to 1.000
Spacing = 10 nm, height = 20 nm
Cell size = 2 nm, facing length = 0.1 m
alpha = 0.4, tau = 1.0e+09 h
Layers n = 5, rows = 10, cells per layer N = 5.00e+08
Path factor 9^(n-1) = 6561, paths K = 3.2805e+12
Weibull slope n*alpha = 2.00
Lifetime ratio = 81.00
Clustering coefficient c_n = 13.185
Same with sideways links = 8.148
At 0.01 %: life, straight = 447.2 h
At 0.01 %: life, nine neighbours = 5.521 h
At 0.01 %: lambda, nine neighbours = 4.9753e-04
At 0.01 %: straight F at that time = 1.5242e-08
At 0.01 %: first clustering loss of H = 0.66 %
At 0.01 %: upper bound on loss R = 0.66 %
At 0.01 %: loss with sideways links = 0.41 %
At 0.01 %: slope with clustering = 1.9974
At 0.01 %: loss by cell saturation = 0.12 %
At 63.21 %: life, straight = 4.472e+04 h
At 63.21 %: life, nine neighbours = 552.1 h
At 63.21 %: lambda, nine neighbours = 3.1391e-03
At 63.21 %: straight F at that time = 1.5240e-04
At 63.21 %: first clustering loss of H = 4.14 %
At 63.21 %: upper bound on loss R = 4.32 %
At 63.21 %: loss with sideways links = 2.56 %
At 63.21 %: slope with clustering = 1.9834
At 63.21 %: loss by cell saturation = 0.78 %
Walls: share of paths kept = 0.8198
Walls: path factor = 5378
Top-row defect probability ratio = 3.0
Top row and walls: H multiplied by 2.323
Top row and walls: path factor = 605
Stress = 4.0 V, field = 4.00 MV/cm
gamma = 4.0 cm/MV, spacing sigma = 0.3 nm
Spread, nominal 0.01 %: H multiplied by 1.686
Spread, nominal 0.01 %: slope = 1.9996
Spread, nominal 63.21 %: H multiplied by 0.977
Spread, nominal 63.21 %: slope = 1.4325
Missing layer: field rise = 1.00 MV/cm
Missing layer: matching fraction, same field = 4.478e-03
Missing layer: matching fraction, raised field = 7.440e-06
Missing layer: slope there = 1.60
```
